# Smooth Particle-Mesh Ewald: Euler Spline Factors and Force Error

## 1. Linear interpolation of one wave

Take the wave $e^{i\theta u}$, where $u$ is a coordinate measured in mesh spacings, and suppose that it is known only at integer $u$. Between $u=0$ and $u=1$ the straight line through the known values is

$$w(u)=(1-u)+u\,e^{i\theta}.$$

At the midpoint $|w|=\cos(\theta/2)\approx1-\theta^2/8$, so the value has an error of second order in $\theta$. The slope behaves differently. For small $\theta$,

$$w'(u)=e^{i\theta}-1\approx i\theta-\tfrac12\theta^2,\qquad \frac{d}{du}e^{i\theta u}\approx i\theta-\theta^2u .$$

The difference is $\theta^2(u-\tfrac12)$. Relative to the true slope, of size $\theta$, this is first order. Differentiation has cost one power of the mesh spacing, because the error oscillates on the scale of the mesh and not on the scale of the wave.

Smooth particle-mesh Ewald replaces the straight line by a smoother spline of order $p$. The same mechanism then gives a wave error of order $h^p$ and a force error of order $h^{p-1}$, where $h$ is the mesh spacing.

## 2. The sum to be computed

Let $N$ charges $q_j$ with $\sum_jq_j=0$ lie at $\mathbf r_j$ in a periodic cube of edge $L$ and volume $V=L^3$. A Gaussian charge of unit total, with density $(\alpha/\sqrt\pi)^3e^{-\alpha^2r^2}$, has the potential $\mathrm{erf}(\alpha r)/(4\pi\varepsilon_0r)$ and the Fourier transform $e^{-G^2/4\alpha^2}$. Writing $1/r=\mathrm{erfc}(\alpha r)/r+\mathrm{erf}(\alpha r)/r$ therefore separates a short-ranged part from a smooth one. Poisson's equation, $\varepsilon_0G^2\phi_G=\rho_G$, gives the energy of the smooth part:

$$E_{\rm rec}=\frac1{2\varepsilon_0V}\sum_{\mathbf G\ne0}A(G)|S(\mathbf G)|^2,$$
$$A=\frac{e^{-G^2/4\alpha^2}}{G^2},\qquad S=\sum_jq_je^{i\mathbf G\cdot\mathbf r_j}.$$

Here $\mathbf G=2\pi\mathbf m/L$ with integer $\mathbf m$. Omitting $\mathbf G=0$ corresponds to conducting boundary conditions at infinity.

This sum includes the interaction of each point charge with its own Gaussian, counted with the factor $\tfrac12$. Since $\mathrm{erf}(\alpha r)/r\to2\alpha/\sqrt\pi$ as $r\to0$, the correction is

$$E_{\rm self}=-\frac{\alpha}{4\pi^{3/2}\varepsilon_0}\sum_jq_j^2 .$$

The short-ranged energy is half the sum of $q_iq_j\,\mathrm{erfc}(\alpha d)/(4\pi\varepsilon_0d)$ over ordered pairs and periodic images, without the $d=0$ term. With $\mathbf d$ pointing from the source to ion $i$, minus the gradient gives the force of each source:

$$\frac{q_iq_j}{4\pi\varepsilon_0}\left[\frac{\mathrm{erfc}(\alpha d)}{d^3}+\frac{2\alpha}{\sqrt\pi}\frac{e^{-\alpha^2d^2}}{d^2}\right]\mathbf d .$$

The mesh is needed only for $E_{\rm rec}$. Its exact force is

$$\mathbf F_i=-\frac{q_i}{\varepsilon_0V}\sum_{\mathbf G\ne0}A\,\mathrm{Re}\!\left[S^*\nabla_i e^{i\mathbf G\cdot\mathbf r_i}\right]. \tag{1}$$

The factor $\tfrac12$ has gone because both $S$ and $S^*$ depend on $\mathbf r_i$. Since $\nabla_i$ brings down $i\mathbf G$ and $\mathrm{Re}(iz)=-\mathrm{Im}\,z$, this equals $(q_i/\varepsilon_0V)\sum A\,\mathbf G\,\mathrm{Im}[S^*e^{i\mathbf G\cdot\mathbf r_i}]$.

## 3. Cardinal B-splines

Let $M_1$ be the unit box on $[0,1)$, and define

$$M_p(u)=\int_0^1M_{p-1}(u-t)\,dt .$$

Each convolution widens the support by one, so $M_p$ lives on $[0,p]$. It is symmetric, $M_p(u)=M_p(p-u)$, and has unit area. Differentiating the integral gives

$$M_p'(u)=M_{p-1}(u)-M_{p-1}(u-1).$$

The transform of the box is $D(\omega)=(1-e^{-i\omega})/(i\omega)$, so that of $M_p$ is $\hat M_p=D^p$.

For evaluation one uses the recursion

$$(p-1)M_p(u)=uM_{p-1}(u)+(p-u)M_{p-1}(u-1).$$

To prove it, transform the right side. Multiplication by $u$ becomes $i\,d/d\omega$; let $X=i\,d(D^{p-1})/d\omega$. In the second term put $v=u-1$, so that $p-u=p-1-v$ and the shift supplies $e^{-i\omega}$. The right side becomes

$$(1-e^{-i\omega})X+(p-1)e^{-i\omega}D^{p-1}.$$

From $D'=(e^{-i\omega}-D)/\omega$ and $1-e^{-i\omega}=i\omega D$, the first term is $-(p-1)D^{p-1}(e^{-i\omega}-D)$. The terms with $e^{-i\omega}$ cancel and $(p-1)D^p$ remains, which is the transform of the left side.

## 4. The Euler factor

Use $K$ mesh points per edge, $h=L/K$, $u=Kx/L$, $\theta=2\pi m/K$ and $z=e^{i\theta}$. Consider

$$f(u)=\sum_kM_p(u-k)z^k .$$

Replacing $u$ by $u+1$ and relabelling $k$ gives $f(u+1)=zf(u)$. Hence $f(n)=z^nf(0)$ at every integer $n$. The function $f/f(0)$ agrees with the wave at all mesh points, provided that $f(0)\neq0$. With $l=-k$, the required factor $b(m)=1/f(0)$ is

$$\frac1{b(m)}=\sum_{l=1}^{p-1}M_p(l)\,e^{-2\pi iml/K}, \tag{2}$$

and the interpolation reads

$$e^{2\pi imu/K}\approx b(m)\sum_kM_p(u-k)\,e^{2\pi imk/K}. \tag{3}$$

For $p=2$ the only term has $M_2(1)=1$, so $b=z$, and (3) is the straight line of Section 1.

For $p=4$ the values at $u=1,2,3$ are $\tfrac16,\tfrac23,\tfrac16$, so

$$\frac1b=e^{-2i\theta}\,\frac{2+\cos\theta}{3},\qquad b=\frac{3e^{2i\theta}}{2+\cos\theta}.$$

With $K=24$ and $m=6$, $\theta=\pi/2$ and $b=-1.5$. At $m=12$, $\theta=\pi$ and $b=3$. The modulus restores amplitude that the spline has smoothed away; the phase undoes the displacement of the spline's centre from the origin to $p/2$.

For odd $p$ and $m=\pm K/2$, the terms $l$ and $p-l$ in (2) have equal spline values and opposite signs $(-1)^l$. The sum vanishes and no factor exists. That mode is dropped by setting $b=0$. This is harmless when the Gaussian in $A$ is negligible there.

## 5. The interpolation error as a sum of aliases

The function $e^{-i\theta u}f(u)$ has period 1. Its $n$th Fourier coefficient is an integral over one period of a sum over shifted splines, which joins into one integral over the whole line:

$$\int M_p(x)e^{-i(\theta+2\pi n)x}dx=\hat M_p(\theta+2\pi n)=\left[\frac{1-e^{-i\theta}}{i(\theta+2\pi n)}\right]^p .$$

The numerator does not depend on $n$. For $0<|m|<K$, except $|m|=K/2$ at odd $p$, where $b$ does not exist, dividing by the $n=0$ coefficient turns (3) into

$$e^{i\theta u}\,\frac{\sum_nc_ne^{2\pi inu}}{\sum_nc_n},\qquad c_n=\left(\frac{m}{m+nK}\right)^p. \tag{4}$$

For $m=0$ every coefficient with $n\neq0$ vanishes and the constant is reproduced exactly.

The terms $n\ne0$ are waves that the mesh cannot distinguish from the wanted one. Put $x_m=m/K$. To first order in the $c_n$, the relative error is $\sum_{n\ne0}c_n(e^{2\pi inu}-1)$, and at small $x_m$, $c_n\approx(x_m/n)^p$. All aliases thus have the same power of $h$; those with large $|n|$ are suppressed by $|n|^{-p}$. The pair $n=\pm1$ gives

$$2x_m^p(\cos2\pi u-1)\ \ (p\text{ even}),\qquad 2i\,x_m^p\sin2\pi u\ \ (p\text{ odd}),$$

with maxima $4|x_m|^p$ and $2|x_m|^p$.

For $m=2$, $K=24$, $p=4$ the pair law gives $4/12^4=1.93\times10^{-4}$, while the measured maximum is $2.09\times10^{-4}$, or 8.6% more. Most of this is accounted for by the next term in $c_1+c_{-1}$, with relative size $p(p+1)x_m^2/2=10/144=6.9\%$, and by the pair $n=\pm3$, with relative size $1/81=1.2\%$.

At $m=K/2$ the situation is different in kind: $|c_{-1}|=1$, and the alias is as strong as the wave. Refining the spline order cannot cure this. The mesh must be fine enough for $e^{-G^2/4\alpha^2}$ to be negligible at $G=\pi/h$.

## 6. From splines to mesh forces

Apply (3) along each axis and spread the charges onto the mesh:

$$Q(\mathbf k)=\sum_jq_j\prod_{\beta=x,y,z}M_p(u_{j\beta}-k_\beta),$$

with $\mathbf k$ taken modulo $K$. Let $\mathcal F(\mathbf m)=\sum_{\mathbf k}Q\,e^{-2\pi i\mathbf m\cdot\mathbf k/K}$ be the discrete transform. Equation (3) has the opposite sign in its exponent, but $Q$ is real, so this only conjugates the transform. With $B=|b(m_x)b(m_y)b(m_z)|^2$,

$$E_{\rm mesh}=\frac1{2\varepsilon_0V}\sum_{\mathbf m\ne0}A\,B\,|\mathcal F(\mathbf m)|^2 ,$$

where each $m_\beta$ runs over the $K$ values nearest zero. Differentiating with respect to one mesh charge gives the mesh potential

$$\phi(\mathbf k)=\frac{\partial E_{\rm mesh}}{\partial Q(\mathbf k)}=\frac1{\varepsilon_0V}\sum_{\mathbf m\ne0}A\,B\,\mathcal F(\mathbf m)\,e^{2\pi i\mathbf m\cdot\mathbf k/K}.$$

The energy is quadratic in $Q$, so $E_{\rm mesh}=\tfrac12\sum_{\mathbf k}Q\phi$. The chain rule gives the force, for example along $x$:

$$F_{ix}=-q_i\frac KL\sum_{\mathbf k}\phi(\mathbf k)M_p'(u_{ix}-k_x)M_p(u_{iy}-k_y)M_p(u_{iz}-k_z).$$

The algorithm is as follows.

1. Tabulate $AB/(\varepsilon_0V)$ once for the cell.
2. Evaluate the $p$ spline values and derivatives per ion and axis; accumulate $Q$.
3. Transform $Q$, multiply by the table, and transform back without a $1/K^3$ normalization.
4. Sum $\tfrac12Q\phi$ for the energy and gather the forces.

Spreading and gathering cost of order $Np^3$ operations, and the transforms of order $K^3\log K$. The force is minus the gradient of the approximate energy, as a finite-difference test confirms. It is continuous for $p\ge3$. Since the mesh is fixed in space, $E_{\rm mesh}$ changes when all ions are shifted together, and the forces need not sum to zero.

## 7. Leading force error

In (1), the mesh method replaces both $S$ and the differentiated wave by their interpolants. The error of $S$ is of relative order $x_m^p$. The derivative of an alias, however, brings down $2\pi inK/L$, which exceeds $G$ by a factor of order $K/m$. This term dominates on a fine mesh. Along axis $\beta$ the error of the differentiated wave is

$$e^{i\mathbf G\cdot\mathbf r_i}\,\frac{2\pi iK}{L}\sum_{n\ne0}n\,c_n\,e^{2\pi inu_{i\beta}} .$$

Keep $n=\pm1$. For even $p$, $c_1\approx c_{-1}\approx x_m^p$ and the sum is $2i\,x_m^p\sin2\pi u$. The two factors $i$ give $-1$, which cancels the minus sign in (1):

$$\delta F_{i\beta}=\frac{4\pi q_i}{\varepsilon_0VL}K^{1-p}\sin(2\pi u_{i\beta})\sum_{\mathbf G\ne0}A\,m_\beta^p\,\mathrm{Re}[S^*e^{i\mathbf G\cdot\mathbf r_i}]. \tag{5}$$

For odd $p$, $c_{-1}\approx-x_m^p$ and the sum is $2x_m^p\cos2\pi u$. One factor $i$ remains, and $\mathrm{Re}(iz)=-\mathrm{Im}\,z$. Equation (5) then holds with $\sin\to\cos$ and $\mathrm{Re}\to\mathrm{Im}$. At fixed cell and $\alpha$, both cases scale as $h^{p-1}$.

Further pairs add harmonics $\sin(2\pi nu)/n^{p-1}$, or the same with cosines. For $p=2$ their sum is $\pi(\tfrac12-u)$, which reproduces the slope error $\theta^2(u-\tfrac12)$ of Section 1. For uniformly distributed mesh phases the harmonics are orthogonal, and including them multiplies the root-mean-square (RMS) error by $(\sum_{n\ge1}n^{2-2p})^{1/2}$. This is 1.04 for $p=3$ and 1.01 for $p=4$.

## 8. Self-force, and the limit of a large cell

The structure factor contains ion $i$ itself. Its own contribution to $S^*e^{i\mathbf G\cdot\mathbf r_i}$ is the real number $q_i$. Exact forces contain no self-force, but (5) does: for even $p$ it is

$$F_{\rm self}=\frac{4\pi q_i^2}{\varepsilon_0VL}K^{1-p}\sin(2\pi u)\sum_{\mathbf G\ne0}A\,m_\beta^p .$$

For odd $p$ the leading self term has zero imaginary part. To find what survives, note that the self-energy involves the squared modulus of (4), which to first order is $1+2\sum_{n\ne0}c_n(\cos2\pi nu-1)$. The pair $n=\pm1$ enters through

$$c_1+c_{-1}\approx x_m^p\left[(1-px_m)-(1+px_m)\right]=-2p\,x_m^{p+1}.$$

Its derivative supplies one factor $K$, so the odd-order self-force scales as $K\cdot K^{-(p+1)}$, that is, as $h^p$.

When $\alpha L\gg1$, the sum for even $p$ can be replaced by an integral, $\sum_{\mathbf G}\to V(2\pi)^{-3}\int d^3G$, with $m_\beta=G_\beta L/2\pi$. The angular average of $\cos^p$ is $1/(p+1)$, and

$$\int_0^\infty G^pe^{-G^2/4\alpha^2}dG=\tfrac12(2\alpha)^{p+1}\Gamma\!\left(\tfrac{p+1}2\right).$$

Collecting factors gives the amplitude

$$F_{\rm self}^{\max}=\frac{q^2\alpha^2}{\varepsilon_0}(\alpha h)^{p-1}\,\frac{8\pi^2\,2^{p+1}\,\Gamma(\frac{p+1}2)}{(p+1)(2\pi)^{p+3}}. \tag{6}$$

The cell size has dropped out. At fixed $\alpha h$ the amplitude still grows as $\alpha^2$. A larger $\alpha$, chosen to shorten the real-space sum, therefore requires a mesh refined more than in proportion: to hold this amplitude fixed, $h$ must scale as $\alpha^{-(p+1)/(p-1)}$.

## 9. Measured errors

The model cell has $L=12$ Å, $\alpha=0.35$ Å$^{-1}$ and 64 charges $\pm e$, alternating in sign on a 3 Å grid and displaced at random by up to 0.9 Å along each axis. It has no short-range repulsion and represents no particular material. The total energy is

$$8.21-97.07-181.98=-270.84\ \text{eV}$$

from the reciprocal, real-space and self parts. Total energy and forces agree with those computed at $\alpha=0.5$ Å$^{-1}$. A separate test on a rocksalt lattice, shifted off the mesh points, reproduces the Madelung constant 1.747564595 from an independent series.

The reference for the mesh error is the converged direct reciprocal sum. RMS errors of a force component, averaged over four rigid shifts of the ions against the mesh, are in eV/Å:

| $h$ (Å) | $p=3$ | $p=4$ | $p=5$ | $p=6$ | $p=8$ |
|---|---|---|---|---|---|
| 1.0 | 7.8e-3 | 1.1e-3 | 2.5e-4 | 5.2e-5 | 4.1e-6 |
| 0.5 | 1.7e-3 | 9.4e-5 | 1.0e-5 | 7.7e-7 | 9.2e-9 |
| 0.25 | 4.2e-4 | 1.0e-5 | 6.0e-7 | 1.8e-8 | 4.7e-11 |
| 0.125 | 1.0e-4 | 1.3e-6 | 3.5e-8 | 5.6e-10 | 3.4e-13 |

The RMS total force component is 1.471 eV/Å ($2.356\times10^{-9}$ N). At $h=0.5$ Å the relative error is therefore $9.41\times10^{-5}/1.471=6.4\times10^{-5}$ for $p=4$ and $5.2\times10^{-7}$ for $p=6$. That change of order improves the force by a factor of about 120, while the spreading work grows by $6^3/4^3\approx3.4$. Halving $h$ from 0.5 to 0.25 Å at $p=4$ gains a factor of about 9 and multiplies the number of mesh points by 8.

Between the two finest meshes the exponents are 2.06, 3.00, 4.08, 5.01 and 7.12, close to $p-1$ in each case. Four shifts are a small sample: other sets of four typically move these exponents by about 0.1, in some cases by nearly 0.2, and the table entries change by several percent, so the second decimal of an exponent is not significant. The energy exponents for $p=4$ and 6 are 4.06 and 6.05, close to $p$. On coarse meshes the force error falls faster than the asymptotic law: for $p=8$, going from 1 to 0.5 Å reduces it by about 440, against $2^7=128$. An exponent fitted there would be misleading, since corrections in $m/K$ are still large.

Equation (5) can also be checked ion by ion. At $h=0.125$ Å it predicts an RMS error of $9.52\times10^{-5}$ eV/Å for $p=3$, against the measured $1.00\times10^{-4}$. The cosine between the predicted and measured error vectors is 0.962. The omitted harmonics alone would give a ratio of 1.04 and a cosine of $1/1.04=0.96$, so they account for most of the difference.

For one isolated charge with its neutralizing background, placed at $u=\tfrac14$ where the sine is 1, the self-force exponents are 3.02, 5.02 and 5.05 for $p=4,5,6$. Orders 5 and 6 share the power $h^5$, as derived. Equation (6) can be evaluated at $h=0.25$ Å, where $\alpha h=0.0875$ and $e^2\alpha^2/\varepsilon_0=180.95\times0.1225=22.17$ eV/Å. For $p=4$ the numerical fraction is $1.74\times10^{-3}$, so

$$F_{\rm self}^{\max}=22.17\times(0.0875)^3\times1.74\times10^{-3}\approx2.6\times10^{-5}\ \text{eV/Å}.$$

The measured value is $2.59\times10^{-5}$ eV/Å. The pair $n=\pm3$, omitted in (6), would by itself lower the estimate by $1/27$, about 4%. The pair $n=\pm5$ returns $1/125$, and all higher pairs together lower it by about 3%. In the other direction, at $\alpha L=4.2$ the sum over $\mathbf G$ is about 2% larger than the integral that replaced it, and the next term in $c_1+c_{-1}$, of relative size $10x_m^2$ as in Section 5, adds about 1.4%. The product $0.969\times1.021\times1.014$ is 1.003. The close agreement is therefore a cancellation of corrections that are each of a few percent.

Undoing the 3% reduction by the higher pairs at $u=\tfrac14$ gives the fundamental sine an amplitude of about $2.7\times10^{-5}$ eV/Å. Averaged over mesh phases, this self-force therefore has an RMS value of about $1.9\times10^{-5}$ eV/Å. That exceeds the total RMS error of $1.0\times10^{-5}$ eV/Å in the ionic cell at the same spacing. The terms from the other ions must therefore cancel part of it. Equation (5) shows how this can happen: summed over ions, $q_iS^*e^{i\mathbf G\cdot\mathbf r_i}$ gives $|S|^2$, whereas the self terms alone give $\sum_iq_i^2$. Where charge ordering makes $|S|^2$ smaller than this, the other ions oppose the self term on average.

The broken translation symmetry is visible too. For $p=4$ and $h=0.5$ Å the net mesh force has magnitude $1.1\times10^{-3}$ eV/Å. Independent errors on 64 ions would give about $\sqrt{3\times64}\times9.4\times10^{-5}=1.3\times10^{-3}$ eV/Å, which is the same size. In a simulation such a force makes the centre of mass drift unless it is removed. The full set of values is in the numerical output below.

## Computed results

```
e^2/epsilon_0 = 180.9513 eV angstrom
Cell edge L = 12.0 angstrom, alpha = 0.35 1/angstrom
Ions = 64, largest displacement per axis = 0.9 angstrom
M_4 at u=1,2,3: 0.166667 0.666667 0.166667
b(m=2), p=4, K=24: 0.523373 +0.906508 i, modulus 1.046746
b(m=6), p=4, K=24: -1.500000 +0.000000 i, modulus 1.500000
b(m=12), p=4, K=24: 3.000000 -0.000000 i, modulus 3.000000
Max wave error, m=2, K=24, p=4: 2.0946e-04, leading law 1.9290e-04
Max wave error, m=2, K=24, p=5: 9.6390e-06, leading law 8.0376e-06
Madelung constant, SPME:   1.747564595
Madelung constant, series: 1.747564595
Reciprocal energy = 8.213087 eV
Real-space energy = -97.073843 eV
Self energy = -181.980512 eV
Total electrostatic energy = -270.841268 eV
RMS total force component = 1.470732 eV/angstrom = 2.3564e-09 N
RMS reciprocal force component = 0.404142 eV/angstrom
First ion, reciprocal F_x, direct: 0.11108644 eV/angstrom
First ion, reciprocal F_x, p=4, K=24: 0.11108018 eV/angstrom
First ion, reciprocal F_x, p=6, K=24: 0.11108635 eV/angstrom
Net mesh force, p=4, K=24: 1.081e-03 eV/angstrom
RMS force-component error in eV/angstrom, columns p = 3 4 5 6 8
K=12, h=1.000 angstrom: 7.83e-03 1.13e-03 2.45e-04 5.17e-05 4.07e-06
K=16, h=0.750 angstrom: 4.19e-03 3.89e-04 6.20e-05 8.39e-06 2.77e-07
K=24, h=0.500 angstrom: 1.74e-03 9.41e-05 1.02e-05 7.69e-07 9.20e-09
K=32, h=0.375 angstrom: 9.39e-04 3.80e-05 3.04e-06 1.63e-07 1.00e-09
K=48, h=0.250 angstrom: 4.19e-04 1.02e-05 5.95e-07 1.81e-08 4.68e-11
K=96, h=0.125 angstrom: 1.00e-04 1.27e-06 3.51e-08 5.62e-10 3.37e-13
Leading law at K=96, eV/angstrom: 9.52e-05 1.24e-06 3.43e-08 5.38e-10 3.14e-13
Cosine between error and leading law, K=96: 0.9624 0.9811 0.9948 0.9843 0.9770
Force exponent, K=48 to 96: 2.064 2.997 4.084 5.011 7.118
Energy exponent, K=48 to 96: p=4 4.062, p=6 6.050
Self-force F_x, p=4, K=48: 2.589e-05 eV/angstrom, exponent 3.015
Self-force F_x, p=5, K=48: 1.805e-07 eV/angstrom, exponent 5.016
Self-force F_x, p=6, K=48: 3.719e-08 eV/angstrom, exponent 5.048
Relative force error, p=4, h=0.5 angstrom: 6.399e-05
Relative force error, p=6, h=0.5 angstrom: 5.225e-07
```
